# The Peierls Instability: Logarithmic Response, Phonon Softening and the Gap Ratio: a program that tests the result

```python
"""Peierls instability of a one-dimensional electron gas, mean-field theory.

Results under test (Hartree atomic units, k_B = 1, both spins, v_F = k_F):
  Pi(q, T=0)  = 2/(pi q) ln|(q + 2 kF)/(q - 2 kF)|
  Pi(2kF, T)  = 1/(pi kF) ln(8 e^gamma eF/(pi T))         for T << eF
  Omega^2     = omega0^2 (1 - G Pi) = lambda omega0^2 ln(T/Tc) at q = 2 kF
  2 Delta0/Tc = 2 pi exp(-gamma) = 3.528                  for weak coupling
Pi: positive static response per length; G: elastic energy is Delta^2/G per
length for the potential 2 Delta cos(q x); lambda = G/(pi kF);
Delta0: half of the full gap at T = 0; gamma: Euler's constant.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import svdvals
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HARTREE_K = physical_constants["hartree-kelvin relationship"][0]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
gamma = np.euler_gamma
kF = 0.5
eF = kF**2 / 2
lam = 0.15
G = lam * np.pi * kF
ratio_limit = 2 * np.pi * np.exp(-gamma)


def lindhard_zero(q):
    """Closed formula at zero temperature."""
    return 2 / (np.pi * q) * np.log(abs((q + 2 * kF) / (q - 2 * kF)))


def lindhard_sum(q, dk):
    """Definition at zero temperature as an explicit sum over k."""
    n = int(round(4 * kF / dk))
    k = (np.arange(-n, n) + 0.5) * dk
    diff = (abs(k) < kF).astype(float) - (abs(k + q) < kF)
    keep = diff != 0
    k, diff = k[keep], diff[keep]
    return 2 * dk / (2 * np.pi) * np.sum(diff / (k * q + q**2 / 2))


def response(q, T):
    """Definition at temperature T by quadrature, chemical potential eF."""
    width = T / kF
    top = kF + q / 2 + 50 * width

    def integrand(p):
        low = expit((eF - (p - q / 2)**2 / 2) / T)
        high = expit((eF - (p + q / 2)**2 / 2) / T)
        return (low - high) / (p * q)

    edges = {0.0, top}
    for centre in (abs(kF - q / 2), kF + q / 2):
        for m in (-40, -10, -3, 0, 3, 10, 40):
            x = centre + m * width
            if 0 < x < top:
                edges.add(x)
    edges = sorted(edges)
    total = sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-10,
                     limit=200)[0] for a, b in zip(edges[:-1], edges[1:]))
    return 2 / np.pi * total


def bloch_matrices(k, q, delta, nmax):
    """Plane-wave Hamiltonians for the potential 2 delta cos(q x)."""
    n = np.arange(-nmax, nmax + 1)
    size = len(n)
    coupling = np.eye(size, k=1) + np.eye(size, k=-1)
    kinetic = (k[:, None] + n * q)**2 / 2
    return kinetic[:, :, None] * np.eye(size) + delta * coupling, coupling


def grand_potential(q, delta, T):
    """Electronic grand potential per length from all Bloch bands."""
    nk = 400
    k = ((np.arange(nk) + 0.5) / nk - 0.5) * q
    h, _ = bloch_matrices(k, q, delta, 4)
    e = np.linalg.eigvalsh(h)
    return -2 * T * q / nk / (2 * np.pi) * np.sum(
        np.logaddexp(0, -(e - eF) / T))


gl_x, gl_w = np.polynomial.legendre.leggauss(120)


def electron_force(delta):
    """-(dE/d delta)/(2 delta) per length, T = 0, lowest Bloch band full."""
    a = delta / kF
    umax = np.arcsinh(kF / a)
    u = (gl_x + 1) * umax / 2
    weight = gl_w * umax / 2 * a * np.cosh(u)
    h, coupling = bloch_matrices(kF - a * np.sinh(u), 2 * kF, delta, 3)
    v = np.linalg.eigh(h)[1][:, :, 0]
    slope = np.einsum("ki,ij,kj->k", v, coupling, v)
    return -(2 / np.pi) * np.sum(weight * slope) / (2 * delta)


# Zero-temperature response: explicit sum against the closed formula.
sum_rows = []
for x in (0.4, 1.2, 1.98, 2.5):
    direct, closed = lindhard_sum(x * kF, 1e-5 * kF), lindhard_zero(x * kF)
    assert abs(direct / closed - 1) < 1e-3   # error of the finite k spacing
    sum_rows.append((x / 2, direct, closed))
dos = 2 / (np.pi * kF)
assert abs(lindhard_zero(1e-3 * kF) / dos - 1) < 1e-6
near = 1e-4 * kF
log_near = np.log(4 * kF / near) / (np.pi * kF)
assert abs(lindhard_zero(2 * kF + near) / log_near - 1) < 1e-3

# Thermal constant in the logarithm.
Y = 60.0
thermal = quad(lambda x: np.tanh(x / 2) / x, 0, Y, epsabs=1e-11, limit=200)[0]
assert abs(thermal - np.log(2 * np.exp(gamma) * Y / np.pi)) < 1e-8

# Thermal logarithm at 2kF; the correction is of order (T/eF)^2.
thermal_rows = []
for t in (0.02, 0.005, 0.001):
    direct = np.pi * kF * response(2 * kF, t * eF)
    formula = np.log(8 * np.exp(gamma) / (np.pi * t))
    assert abs(direct - formula) < t**2 + 1e-7
    thermal_rows.append((t, direct, formula))

# The energy lowering by a weak periodic potential is Pi delta^2.
for x in (1.7, 2.0):
    T = 0.05 * eF
    d = 0.05 * T
    lowering = grand_potential(x * kF, 0.0, T) - grand_potential(x * kF, d, T)
    assert abs(lowering / d**2 / response(x * kF, T) - 1) < 1e-3

# Transition temperature and zero-temperature gap of the electron gas.
Tc = np.exp(brentq(lambda s: G * response(2 * kF, np.exp(s)) - 1,
                   np.log(1e-4), np.log(5e-3), xtol=1e-9))
Tc_formula = 8 * np.exp(gamma) / np.pi * eF * np.exp(-1 / lam)
assert abs(Tc / Tc_formula - 1) < 1e-3
delta0 = brentq(lambda d: G * electron_force(d) - 1, 2e-4, 1e-2, xtol=1e-12)
delta0_formula = 8 * eF * np.exp(-1 / lam)
assert abs(delta0 / delta0_formula - 1) < 2e-3   # order (delta/eF)^2 ln
edge_bands = np.linalg.eigvalsh(
    bloch_matrices(np.array([kF]), 2 * kF, delta0, 3)[0])[0]
full_gap = edge_bands[1] - edge_bands[0]
assert abs(full_gap / (2 * delta0) - 1) < 1e-3
assert abs(full_gap / Tc / ratio_limit - 1) < 3e-3

# Softening: logarithmic law in T, and position of the dip in q.
soft_rows = []
for x in (1.05, 1.2, 2.0, 4.0):
    direct = 1 - G * response(2 * kF, x * Tc)
    assert abs(direct - lam * np.log(x)) < 1e-4
    soft_rows.append((x, np.sqrt(direct), np.sqrt(lam * np.log(x))))
dip_rows = [(x, np.sqrt(1 - G * response(2 * kF * x, 2 * Tc)))
            for x in (0.8, 0.9, 0.95, 0.99, 1.0, 1.01, 1.05, 1.1, 1.2)]
peak = minimize_scalar(lambda x: -response(2 * kF * x, 2 * Tc),
                       bounds=(0.98, 1.02), method="bounded",
                       options={"xatol": 1e-7}).x
assert abs(peak - 1) < 0.2 * 2 * Tc / eF

# Width of the unstable range of q at T = 0.
q_low = brentq(lambda q: G * lindhard_zero(q) - 1,
               1.8 * kF, 2 * kF * (1 - 1e-8))
q_high = brentq(lambda q: G * lindhard_zero(q) - 1,
                2 * kF * (1 + 1e-8), 2.2 * kF)
half_width = (q_high - q_low) / 2
half_width_formula = 4 * kF * np.exp(-1 / lam)
assert abs(half_width / half_width_formula - 1) < 0.01

# Half-filled ring with alternating hoppings t +- delta/2, energies in t.
cells = 300


def ring_levels(delta):
    """Positive one-electron energies from the real-space hopping matrix."""
    one = np.eye(cells)
    return svdvals((1 + delta / 2) * one
                   + (1 - delta / 2) * np.roll(one, 1, axis=1))


def ring_free_energy(delta, T):
    e = ring_levels(delta)
    if T == 0:
        return -2 * np.sum(e)
    return -4 * T * np.sum(np.logaddexp(e / (2 * T), -e / (2 * T)))


def ring_minimum(T, stiffness, low, high):
    return minimize_scalar(
        lambda d: ring_free_energy(d, T) + stiffness * d**2,
        bounds=(low, high), method="bounded", options={"xatol": 1e-7}).x


ring_rows = []
for ring_Tc in (0.12, 0.03):
    step = 0.02 * ring_Tc
    stiffness = (ring_free_energy(0.0, ring_Tc)
                 - ring_free_energy(step, ring_Tc)) / step**2
    ring_d0 = ring_minimum(0, stiffness, 0.5 * ring_Tc, 4 * ring_Tc)
    lowest = ring_levels(ring_d0).min()
    assert abs(lowest / ring_d0 - 1) < 1e-3
    ring_rows.append((ring_Tc, 2 * lowest, 2 * lowest / ring_Tc))
deviation = [abs(row[2] / ratio_limit - 1) for row in ring_rows]
assert deviation[1] < 0.005 and deviation[1] < deviation[0] / 4

# Continuous transition: no distortion above Tc, the predicted gap below it.
T_above = 1.05 * ring_Tc
for x in (0.1, 0.3, 1.0, 2.0, 3.0):
    d = x * ring_Tc
    assert (ring_free_energy(d, T_above) + stiffness * d**2
            > ring_free_energy(0.0, T_above))
ring_below = ring_minimum(0.9 * ring_Tc, stiffness,
                          0.1 * ring_Tc, 3 * ring_Tc) / ring_d0


def gap_integral(y):
    """Scaled integral that equals ln(T/Tc), with y = Delta/T."""
    def integrand(x):
        e = np.hypot(x, y)
        return np.tanh(e / 2) / e - np.tanh(x / 2) / x
    return (quad(integrand, 0, 10, epsabs=1e-11)[0]
            + quad(integrand, 10, np.inf, epsabs=1e-11)[0])


y_below = brentq(lambda y: gap_integral(y) - np.log(0.9), 0.1, 3)
universal_below = y_below * 0.9 * 2 / ratio_limit
assert abs(ring_below / universal_below - 1) < 0.015  # finite coupling

print(f"kF = {kF:.3f} 1/bohr, eF = {eF:.4f} hartree")
print(f"lambda = {lam:.3f}, G = {G:.5f} hartree bohr")
print(f"density of states, both spins = {dos:.5f} 1/(hartree bohr)")
print("T = 0: q/2kF, Pi from k sum, Pi from formula [1/(hartree bohr)]")
for row in sum_rows:
    print(f"  {row[0]:.2f}  {row[1]:.4f}  {row[2]:.4f}")
print("q = 2kF: T/eF, pi kF Pi by quadrature, by formula [no unit]")
for row in thermal_rows:
    print(f"  {row[0]:.3f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"Tc from defining integral = {Tc:.5e} hartree")
print(f"Tc from formula           = {Tc_formula:.5e} hartree")
print(f"Tc converted              = {Tc * HARTREE_K:.1f} K")
print(f"Delta0 from Bloch bands   = {delta0:.5e} hartree")
print(f"Delta0 from formula       = {delta0_formula:.5e} hartree")
print(f"full gap from Bloch bands = {full_gap:.5e} hartree")
print(f"full gap converted        = {full_gap * HARTREE_EV:.4f} eV")
print(f"full gap/Tc, electron gas = {full_gap / Tc:.4f}")
print(f"2 pi exp(-gamma)          = {ratio_limit:.4f}")
print("q = 2kF: T/Tc, Omega/omega0 by quadrature, by log law")
for row in soft_rows:
    print(f"  {row[0]:.2f}  {row[1]:.4f}  {row[2]:.4f}")
print("T = 2Tc: q/2kF, Omega/omega0")
for row in dip_rows:
    print(f"  {row[0]:.2f}  {row[1]:.4f}")
print(f"dip position at 2Tc: q/2kF - 1 = {peak - 1:.1e}")
print(f"T = 0 unstable half-width = {half_width:.3e} 1/bohr")
print(f"half-width from formula   = {half_width_formula:.3e} 1/bohr")
print(f"alternating ring, {2 * cells} sites: Tc/t, full gap/t, full gap/Tc")
for row in ring_rows:
    print(f"  {row[0]:.2f}  {row[1]:.5f}  {row[2]:.4f}")
print(f"Delta(0.9Tc)/Delta0, ring with Tc = {ring_Tc:.2f} t: {ring_below:.4f}")
print(f"Delta(0.9Tc)/Delta0, weak-coupling limit: {universal_below:.4f}")
print("PASS")
```

Output:

```
kF = 0.500 1/bohr, eF = 0.1250 hartree
lambda = 0.150, G = 0.23562 hartree bohr
density of states, both spins = 1.27324 1/(hartree bohr)
T = 0: q/2kF, Pi from k sum, Pi from formula [1/(hartree bohr)]
  0.20  1.2906  1.2906
  0.60  1.4709  1.4709
  0.99  3.4039  3.4039
  1.25  1.1190  1.1190
q = 2kF: T/eF, pi kF Pi by quadrature, by formula [no unit]
  0.020  5.42370  5.42395
  0.005  6.81023  6.81024
  0.001  8.41968  8.41968
Tc from defining integral = 7.21483e-04 hartree
Tc from formula           = 7.21498e-04 hartree
Tc converted              = 227.8 K
Delta0 from Bloch bands   = 1.27254e-03 hartree
Delta0 from formula       = 1.27263e-03 hartree
full gap from Bloch bands = 2.54508e-03 hartree
full gap converted        = 0.0693 eV
full gap/Tc, electron gas = 3.5276
2 pi exp(-gamma)          = 3.5278
q = 2kF: T/Tc, Omega/omega0 by quadrature, by log law
  1.05  0.0856  0.0855
  1.20  0.1654  0.1654
  2.00  0.3225  0.3224
  4.00  0.4561  0.4560
T = 2Tc: q/2kF, Omega/omega0
  0.80  0.7666
  0.90  0.7129
  0.95  0.6461
  0.99  0.4137
  1.00  0.3225
  1.01  0.4310
  1.05  0.6828
  1.10  0.7643
  1.20  0.8367
dip position at 2Tc: q/2kF - 1 = -3.9e-04
T = 0 unstable half-width = 2.546e-03 1/bohr
half-width from formula   = 2.545e-03 1/bohr
alternating ring, 600 sites: Tc/t, full gap/t, full gap/Tc
  0.12  0.43063  3.5886
  0.03  0.10602  3.5340
Delta(0.9Tc)/Delta0, ring with Tc = 0.03 t: 0.5268
Delta(0.9Tc)/Delta0, weak-coupling limit: 0.5263
PASS
```
